# Why Narrowband Heat Exchange Peaks When Damping Equals Coupling: a program that tests the result

```python
"""
Result under test: two identical resonators, amplitude damping gamma, coupling
rate kappa, each with its own heat bath, exchange the narrowband power
    P = [Theta(w0,T1) - Theta(w0,T2)] * gamma*kappa^2/(gamma^2 + kappa^2)
(hbar = 1), which at fixed kappa is largest at gamma = kappa.
Theta(w,T) = w/(exp(w/kT)-1) is the thermal energy of a mode, w0 the resonance.
The energy of a resonator decays at 2*gamma; kappa is half the mode splitting.
Energies and rates times hbar are in meV, lengths in nm, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import minimize_scalar, newton
from scipy.special import comb, eval_legendre

MEV = 1e-3 * const.e
K_B = const.k / MEV
HBAR_C = const.hbar * const.c / MEV * 1e9
TO_PW = MEV**2 / const.hbar * 1e12


def rate(gamma, kappa):
    """Derived frequency integral of the transmission over 2 pi."""
    return gamma * kappa**2 / (gamma**2 + kappa**2)


def general_rate(g1, g2, kappa, detuning):
    """Derived rate for unequal damping and detuned resonators."""
    s = g1 + g2
    return 2*g1*g2*kappa**2 / (s*(kappa**2 + g1*g2*(1 + detuning**2/s**2)))


def hamiltonian(g1, g2, kappa, detuning=0.0):
    return np.array([[detuning/2 - 1j*g1, -kappa],
                     [-kappa, -detuning/2 - 1j*g2]])


def transmission(delta, g1, g2, kappa, detuning=0.0):
    """Transmission from numerical inversion of the coupled-mode equations."""
    h = hamiltonian(g1, g2, kappa, detuning)
    response = np.linalg.inv(1j*(h - delta[:, None, None]*np.eye(2)))
    return 4*g1*g2*np.abs(response[:, 1, 0])**2


def covariance_power(g1, g2, kappa, detuning=0.0, th1=1.0, th2=0.0):
    """Net power into bath 2 from the steady covariance, no frequency integral."""
    a = -1j*hamiltonian(g1, g2, kappa, detuning)
    c = solve_continuous_lyapunov(a, -np.diag([2*g1*th1, 2*g2*th2]).astype(complex))
    return 2*g2*(c[1, 1].real - th2)


def argmax(function, low, high):
    return minimize_scalar(lambda x: -function(x), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-8}).x


# Coupled-mode integral, covariance and derived rate
DELTA = np.linspace(-200, 200, 80001)
STEP = DELTA[1] - DELTA[0]
for g, k in [(0.1, 0.4), (0.4, 0.4), (1.3, 0.5)]:
    t = transmission(DELTA, g, g, k)
    integral = t.sum()*STEP/(2*np.pi)
    assert abs(integral/rate(g, k) - 1) < 1e-6
    assert abs(covariance_power(g, g, k, 0, 3.0, 1.2)/(1.8*rate(g, k)) - 1) < 1e-9
    # The second moment has a slow tail, cut at 200: relative loss 4g/(200 pi)
    moment = (t*DELTA**2).sum()/t.sum()
    assert abs(moment/(g*g + k*k) - 1) < 0.01
    top = np.argmax(t)
    if g < k:
        assert abs(abs(DELTA[top]) - np.sqrt(k*k - g*g)) < 0.01
        assert abs(t[top] - 1) < 2e-3   # grid may miss the peak by half a step
    else:
        assert abs(DELTA[top]) < 0.01
        assert abs(t[top] - 4*g*g*k*k/(g*g + k*k)**2) < 1e-4
assert abs(covariance_power(0.3, 0.3, 0.4, 0, 2.0, 2.0)) < 1e-12

# Location and height of the maximum; no maximum in kappa; limits
for k in (0.2, 0.7, 1.5):
    best = argmax(lambda g: covariance_power(g, g, k), 0.02, 8)
    assert abs(best/k - 1) < 1e-5
    assert abs(covariance_power(best, best, k)/(k/2) - 1) < 1e-8
in_kappa = [covariance_power(0.3, 0.3, k) for k in np.geomspace(0.01, 100, 60)]
assert np.all(np.diff(in_kappa) > 0) and abs(in_kappa[-1]/0.3 - 1) < 1e-4
assert abs(covariance_power(50., 50., 0.5)/(0.5**2/50) - 1) < 1e-3
assert abs(covariance_power(0.005, 0.005, 0.5)/0.005 - 1) < 1e-3

# Unequal damping and detuning
for g1, g2, k, det in [(0.2, 0.5, 0.4, 0.0), (0.3, 0.7, 0.4, 0.9)]:
    value = transmission(DELTA, g1, g2, k, det).sum()*STEP/(2*np.pi)
    assert abs(value/general_rate(g1, g2, k, det) - 1) < 1e-6
scale = argmax(lambda s: covariance_power(3*s, s, 0.4), 0.02, 3)
assert abs(np.sqrt(3)*scale/0.4 - 1) < 1e-5
best = argmax(lambda g: covariance_power(g, g, 0.4, 0.6), 0.02, 3)
assert abs(best/np.hypot(0.4, 0.3) - 1) < 1e-5

# Classical position-velocity oscillators, including strong damping
for g, k in [(0.05, 0.1), (0.4, 0.3), (1.5, 0.45)]:
    a = np.array([[0, 0, 1, 0], [0, 0, 0, 1],
                  [-1, 2*k, -2*g, 0], [2*k, -1, 0, -2*g]], float)
    c = solve_continuous_lyapunov(a, -np.diag([0, 0, 4*g*2.0, 4*g*1.0]))
    assert abs(2*g*(c[3, 3] - 1.0)/rate(g, k) - 1) < 1e-9

# Silicon-carbide-like spheres: rough rounded inputs
W_TO, W_LO, EPS_INF, GAMMA = 98.0, 120.0, 6.7, 0.30
RADIUS, DISTANCE, T_HOT, T_COLD = 25.0, 75.0, 400.0, 300.0
SOFTENING, EXTRA_DAMPING = 0.0025, 0.30
RATIO = RADIUS/DISTANCE
S = EPS_INF*(W_LO**2 - W_TO**2)
w0 = np.sqrt(W_TO**2 + S/(EPS_INF + 2))
strength = 3*S/(EPS_INF + 2)**2
kappa_ax = 2*strength*RATIO**3/(2*w0)
kappa_tr = kappa_ax/2


def theta(w, temperature):
    return w/np.expm1(w/(K_B*temperature))


def epsilon(w, gamma):
    return EPS_INF + S/(W_TO**2 - w*w - 2j*gamma*w)


th_hot, th_cold = theta(w0, T_HOT), theta(w0, T_COLD)
d_theta = th_hot - th_cold
OMEGA = np.arange(1.0, 400.0, 0.01)
D_THETA = theta(OMEGA, T_HOT) - theta(OMEGA, T_COLD)


def dipole_power(gamma, q):
    """Fluctuating dipoles with the full dielectric function, in pW."""
    eps = epsilon(OMEGA, gamma)
    alpha = (eps - 1)/(eps + 2)
    field = q*RATIO**3
    t = 4*alpha.imag**2*field**2/np.abs(1 - (alpha*field)**2)**2
    return (t*D_THETA).sum()*0.01/(2*np.pi)*TO_PW


def oscillator_power(gamma):
    """Oscillators with Planck spectrum and counter-rotating terms, in pW."""
    d = w0**2 - OMEGA**2 - 2j*gamma*OMEGA
    cross = 2*w0*kappa_ax
    t = 4*(2*gamma*OMEGA)**2*np.abs(cross/(d*d - cross**2))**2
    return (t*D_THETA).sum()*0.01/(2*np.pi)*TO_PW


p_ax = d_theta*rate(GAMMA, kappa_ax)*TO_PW
p_tr = d_theta*rate(GAMMA, kappa_tr)*TO_PW
p_best = d_theta*kappa_ax/2*TO_PW
p_dip = dipole_power(GAMMA, 2)
p_dip_all = p_dip + 2*dipole_power(GAMMA, 1)
p_osc = oscillator_power(GAMMA)
opt_dip = argmax(lambda g: dipole_power(g, 2), 0.1, 1.5)
opt_osc = argmax(oscillator_power, 0.1, 1.5)
opt_all = argmax(lambda g: rate(g, kappa_ax) + 2*rate(g, kappa_tr), 0.1, 1.5)
opt_all_dip = argmax(lambda g: dipole_power(g, 2) + 2*dipole_power(g, 1), 0.1, 1.5)
assert abs(p_dip/p_ax - 1) < 0.02 and abs(p_osc/p_ax - 1) < 0.005
assert abs(opt_dip/kappa_ax - 1) < 0.02 and abs(opt_osc/kappa_ax - 1) < 0.005
assert abs(opt_all_dip/opt_all - 1) < 0.02
assert kappa_tr < opt_all < kappa_ax


def axial_modes(sign, lmax):
    """Quasistatic axial multipole modes: eigenvalue u = 1/(1-epsilon)."""
    l = np.arange(1, lmax + 1)
    link = comb(l[:, None] + l, l[:, None])*RATIO**(l[:, None] + l + 1)
    matrix = (l/(2*l + 1))[:, None]*(np.eye(lmax) + sign*link)
    values, vectors = np.linalg.eig(matrix)
    return values.real, vectors.real


def half_splitting(l, lmax):
    freq = []
    for sign in (1, -1):
        values = axial_modes(sign, lmax)[0]
        u = values[np.argmin(abs(values - l/(2*l + 1)))]
        freq.append(np.sqrt(W_TO**2 + S/(EPS_INF - 1 + 1/u)))
    return abs(freq[0] - freq[1])/2, sum(freq)/2


k_back, w_back = half_splitting(1, 1)
k_6, _ = half_splitting(1, 6)
k_12, w_12 = half_splitting(1, 12)
k_quad, w_quad = half_splitting(2, 12)
assert abs(k_back/kappa_ax - 1) < 0.01 and abs(k_12 - k_6) < 1e-4

# Flux continuity on the sphere surface tests the multipole modes
LMAX = 12
orders = np.arange(1, LMAX + 1)[:, None]
nodes, weights = np.polynomial.legendre.leggauss(30)
for sign in (1, -1):
    values, vectors = axial_modes(sign, LMAX)
    pick = np.argmin(abs(values - 1/3))
    b = vectors[:, pick]

    def outside(r):
        z = r*nodes
        far = np.sqrt(r*r - z*z + (1/RATIO - z)**2)
        own = eval_legendre(orders, nodes)/r**(orders + 1)
        other = eval_legendre(orders, (1/RATIO - z)/far)/far**(orders + 1)
        return b @ (own + sign*other)

    legendre = eval_legendre(orders, nodes)
    inside = (2*orders[:, 0] + 1)/2*(legendre @ (weights*outside(1.0)))
    flux_in = (1 - 1/values[pick])*((orders[:, 0]*inside) @ legendre)
    flux_out = (outside(1 + 1e-5) - outside(1 - 1e-5))/2e-5
    assert np.max(abs(flux_in - flux_out)) < 1e-4*np.max(abs(flux_out))

# Retardation and radiation damping
kd = w0*DISTANCE/HBAR_C
retard = abs(np.exp(1j*kd)*(1 - 1j*kd)) - 1


def radiation_damping(radius):
    return (2/3)*(w0*radius/HBAR_C)**3*strength/(2*w0)


big = 250.0   # larger sphere makes the complex root easy to resolve
root = newton(lambda w: (epsilon(w, 0) + 2)/(epsilon(w, 0) - 1)
              - 2j/3*(w*big/HBAR_C)**3, w0 - 0.01j, tol=1e-12, maxiter=100)
assert abs(-root.imag/radiation_damping(big) - 1) < 0.02

# Temperature dependence of the hot sphere
detuning = SOFTENING*(T_HOT - T_COLD)
g_hot = GAMMA*(1 + EXTRA_DAMPING)
r_det = general_rate(GAMMA, GAMMA, kappa_ax, detuning)/rate(GAMMA, kappa_ax)
r_damp = general_rate(g_hot, GAMMA, kappa_ax, 0)/rate(GAMMA, kappa_ax)
r_both = general_rate(g_hot, GAMMA, kappa_ax, detuning)/rate(GAMMA, kappa_ax)

# Nitrogen in free flight: each hit carries 2kT translation plus kT rotation
energy_hit = (quad(lambda v: 0.5*v**5*np.exp(-v*v/2), 0, 20)[0]
              / quad(lambda v: v**3*np.exp(-v*v/2), 0, 20)[0])
assert abs(energy_hit - 2) < 1e-8
speed = np.sqrt(8*const.k*T_COLD/(np.pi*28*const.atomic_mass))
area = 4*np.pi*(RADIUS*1e-9)**2
gas_per_pa = area*speed/4*(energy_hit + 1)*(T_HOT - T_COLD)/T_COLD
p_equal = p_ax*1e-12/gas_per_pa/const.torr

print("INPUTS (rough, silicon-carbide-like)")
print(f"transverse, longitudinal phonon energy: {W_TO:.1f}, {W_LO:.1f} meV")
print(f"high-frequency dielectric constant: {EPS_INF:.1f}")
print(f"amplitude damping gamma: {GAMMA:.2f} meV")
print(f"sphere radius, centre distance: {RADIUS:.0f}, {DISTANCE:.0f} nm")
print(f"hot, cold temperature: {T_HOT:.0f}, {T_COLD:.0f} K")
print("AXIAL PAIR")
print(f"S = eps_inf*(wL^2-wT^2): {S:.1f} meV^2")
print(f"oscillator strength F: {strength:.1f} meV^2")
print(f"resonance w0: {w0:.3f} meV")
print(f"coupling kappa, axial: {kappa_ax:.4f} meV")
print(f"coupling kappa, transverse (magnitude): {kappa_tr:.4f} meV")
print(f"Theta hot, cold, difference: {th_hot:.4f}, {th_cold:.4f}, {d_theta:.4f} meV")
print(f"integrated rate at material gamma: {rate(GAMMA, kappa_ax):.4f} meV")
print(f"power at material gamma: {p_ax:.2f} pW")
print(f"power at gamma = kappa: {p_best:.2f} pW")
print(f"fraction of optimum at material gamma: {p_ax/p_best:.4f}")
print("gamma (meV), power (pW), peak transmission, transmission at w0")
fine = np.linspace(-2, 2, 40001)
for g in (0.1, GAMMA, kappa_ax, 1.0, 3.0):
    t = transmission(fine, g, g, kappa_ax)
    power = covariance_power(g, g, kappa_ax)*d_theta*TO_PW
    print(f"  {g:.4f}  {power:.2f}  {t.max():.4f}  {t[20000]:.4f}")
print("FULL DIELECTRIC FUNCTION AND PLANCK SPECTRUM, DIPOLES")
print(f"axial power: {p_dip:.2f} pW; change from formula {100*(p_dip/p_ax-1):.3f} %")
print(f"axial optimum gamma: {opt_dip:.4f} meV")
print(f"three dipole pairs, formula: {p_ax+2*p_tr:.2f} pW")
print(f"three dipole pairs, full dipoles: {p_dip_all:.2f} pW")
print(f"three-pair optimum, formula: {opt_all:.4f} meV")
print(f"three-pair optimum, full dipoles: {opt_all_dip:.4f} meV")
print("NEGLECTED EFFECTS")
print(f"Planck and counter-rotating, power change: {100*(p_osc/p_ax-1):.4f} %")
print(f"Planck and counter-rotating, optimum: {opt_osc:.5f} meV")
print(f"kappa with background polarizability: {k_back:.4f} meV")
print(f"kappa with multipoles to order 12: {k_12:.4f} meV")
print(f"shift of kappa, order 6 to 12: {k_12-k_6:.1e} meV")
print(f"mean frequency, background only / multipoles: {w_back:.3f} / {w_12:.3f} meV")
print(f"axial quadrupole kappa, frequency: {k_quad:.4f}, {w_quad:.3f} meV")
dq = theta(w_quad, T_HOT) - theta(w_quad, T_COLD)
print(f"axial quadrupole power: {dq*rate(GAMMA, k_quad)*TO_PW:.2f} pW")
print(f"retardation: kd = {kd:.4f}, axial coupling change {100*retard:.3f} %")
print(f"radiation damping: {radiation_damping(RADIUS):.2e} meV")
print(f"softening (rough): {SOFTENING:.4f} meV/K, detuning {detuning:.3f} meV")
print(f"power ratio with detuning: {r_det:.4f}")
print(f"optimum gamma with detuning: {np.hypot(kappa_ax, detuning/2):.4f} meV")
print(f"hot-sphere damping (rough, {100*EXTRA_DAMPING:.0f} % higher): {g_hot:.3f} meV")
print(f"power ratio with extra damping: {r_damp:.4f}; with both: {r_both:.4f}")
print(f"nitrogen pressure for equal heat flow: {p_equal:.2f} Torr")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough, silicon-carbide-like)
transverse, longitudinal phonon energy: 98.0, 120.0 meV
high-frequency dielectric constant: 6.7
amplitude damping gamma: 0.30 meV
sphere radius, centre distance: 25, 75 nm
hot, cold temperature: 400, 300 K
AXIAL PAIR
S = eps_inf*(wL^2-wT^2): 32133.2 meV^2
oscillator strength F: 1273.6 meV^2
resonance w0: 115.315 meV
coupling kappa, axial: 0.4091 meV
coupling kappa, transverse (magnitude): 0.2045 meV
Theta hot, cold, difference: 4.2128, 1.3481, 2.8646 meV
integrated rate at material gamma: 0.1951 meV
power at material gamma: 136.03 pW
power at gamma = kappa: 142.62 pW
fraction of optimum at material gamma: 0.9538
gamma (meV), power (pW), peak transmission, transmission at w0
  0.1000  65.80  1.0000  0.2128
  0.3000  136.03  1.0000  0.9097
  0.4091  142.62  1.0000  1.0000
  1.0000  99.95  0.4912  0.4912
  3.0000  38.18  0.0717  0.0717
FULL DIELECTRIC FUNCTION AND PLANCK SPECTRUM, DIPOLES
axial power: 136.32 pW; change from formula 0.216 %
axial optimum gamma: 0.4101 meV
three dipole pairs, formula: 268.78 pW
three dipole pairs, full dipoles: 269.20 pW
three-pair optimum, formula: 0.2893 meV
three-pair optimum, full dipoles: 0.2899 meV
NEGLECTED EFFECTS
Planck and counter-rotating, power change: 0.0045 %
Planck and counter-rotating, optimum: 0.40908 meV
kappa with background polarizability: 0.4101 meV
kappa with multipoles to order 12: 0.4075 meV
shift of kappa, order 6 to 12: 3.2e-06 meV
mean frequency, background only / multipoles: 115.294 / 115.242 meV
axial quadrupole kappa, frequency: 0.1232, 116.299 meV
axial quadrupole power: 29.66 pW
retardation: kd = 0.0438, axial coupling change 0.096 %
radiation damping: 1.15e-05 meV
softening (rough): 0.0025 meV/K, detuning 0.250 meV
power ratio with detuning: 0.9428
optimum gamma with detuning: 0.4277 meV
hot-sphere damping (rough, 30 % higher): 0.390 meV
power ratio with extra damping: 1.0231; with both: 0.9707
nitrogen pressure for equal heat flow: 1.09 Torr
ALL CHECKS PASSED
```
